# Midgap evanescent decay in an alternating-site chain

## Question

I am working on a toy model of an insulating film: a chain whose onsite energies alternate between $+3$ eV and $-3$ eV, with a hopping of 2 eV between all nearest neighbours. The exercise says: "Show that the midgap evanescent amplitude falls fourfold per two-site cell."

I can get the bands, and I see a gap from $-3$ to $+3$ eV. But if I put $E=0$ into the band formula I find $\cos^2(ka/2)=-9/16$, which no real $k$ satisfies, and I don't know how to turn that into a decay. I also tried the effective mass at the band edge with a 3 eV barrier. That gives a drop of about eight per cell, not four. Which is right, and why? And does the number say anything about leakage through a real film, such as the hafnia in a memory capacitor?

## Answer

Four is right for this model. The band formula still holds at $E=0$, but with a complex $k$. It is easiest to go back to the site equations, where no wave number is needed.

### Site equations

Let $A_n$ be the amplitude on the site with energy $+D$ in cell $n$, and $B_n$ the amplitude on the site with energy $-D$ just to its right. Here $D=3$ eV, $t=2$ eV, and $a$ is the length of the two-site cell. I take the orbitals as orthonormal, with hopping between nearest neighbours alone. Each A site has neighbours $B_{n-1}$ and $B_n$; each B site has neighbours $A_n$ and $A_{n+1}$. The Schrödinger equation on the two kinds of site is therefore

$$E A_n = D A_n + t(B_{n-1}+B_n),$$
$$E B_n = -D B_n + t(A_n+A_{n+1}).$$

All cells are alike, so we look for solutions multiplied by a fixed number $L$ from one cell to the next: $A_n=\alpha L^n$, $B_n=\beta L^n$. Since $B_{n-1}=B_n/L$ and $A_{n+1}=LA_n$, dividing by $L^n$ gives

$$(E-D)\alpha = t\left(1+\frac1L\right)\beta,\qquad (E+D)\beta = t(1+L)\alpha .$$

Inside the gap $E\neq\pm D$, so if either $\alpha$ or $\beta$ vanished, the other would vanish too. Both are nonzero, and we may multiply the two equations and cancel $\alpha\beta$:

$$E^2-D^2=t^2(1+L)\left(1+\frac1L\right)=t^2\left(2+L+\frac1L\right). \tag{1}$$

Only $t^2$ appears, so the sign convention for the hopping does not affect $L$.

A Bloch wave has $L=e^{ika}$ with real $k$. Then $2+L+1/L=2+2\cos ka=4\cos^2(ka/2)$, and (1) becomes your band formula,

$$E^2=D^2+4t^2\cos^2(ka/2).$$

The upper band runs from $D=3$ eV to $\sqrt{9+16}=5$ eV, and the lower band is its mirror image. The gap is 6 eV wide, with $E=0$ at its centre.

### The midgap solution

Nothing in (1) requires $|L|=1$. That condition keeps a wave bounded on an infinite chain, but a film has ends, and there a decaying solution is allowed. Put $E=0$ in (1) and divide by $t^2$:

$$-\frac{D^2}{t^2}=2+L+\frac1L
\quad\Rightarrow\quad
L+\frac1L=-2-\frac94=-\frac{17}{4}.$$

Multiplying by $4L$ gives a quadratic equation:

$$4L^2+17L+4=0,\qquad
L=\frac{-17\pm\sqrt{289-64}}{8}=\frac{-17\pm15}{8}.$$

The roots are $L=-1/4$ and $L=-4$. The first decays to the right and the second grows. For the decaying solution,

$$A_{n+1}=-\tfrac14A_n,\qquad B_{n+1}=-\tfrac14B_n .$$

This is the required result: the amplitude on either kind of site falls fourfold per cell and changes sign. The density, its square, falls sixteenfold.

The second site equation gives the amplitude inside the cell. At $E=0$,

$$\frac{\beta}{\alpha}=\frac{t(1+L)}{D}=\frac{2\times\frac34}{3}=\frac12 .$$

Successive sites therefore carry $1,\ \tfrac12,\ -\tfrac14,\ -\tfrac18,\ \tfrac1{16},\dots$ You can check this on the second site: $-3\times\tfrac12+2\times(1-\tfrac14)=0$, as $E=0$ demands. On the third, $3\times(-\tfrac14)+2\times(\tfrac12-\tfrac18)=0$.

### Where the complex wave number comes in

For any energy in the gap, the left side of (1) is negative. A positive $L$ would make the right side positive, and $|L|=1$ would make it zero or positive. The roots are in fact real, because $L+1/L$ is real and less than $-2$. So $L$ is negative, and we can write the decaying root as $L=-e^{-qa}$ with $q>0$. In terms of a wave number this is $ka=\pi+iqa$: the real part sits at the zone boundary, where the gap lies, and the imaginary part gives the decay.

Inserting this form into (1),

$$E^2-D^2=t^2(2-2\cosh qa)=-4t^2\sinh^2(qa/2),$$

and taking the positive root,

$$\sinh\frac{qa}{2}=\frac{\sqrt{D^2-E^2}}{2t}. \tag{2}$$

The right side is largest at $E=0$, so the decay is fastest at midgap. It becomes ever slower towards either band edge, where $q\to0$. At midgap $\sinh(qa/2)=3/4$, hence $\cosh(qa/2)=\sqrt{1+9/16}=5/4$. Adding the two gives $e^{qa/2}=2$, and its square is the factor $e^{qa}=4$.

Two limits show what controls this number at $E=0$. If $t\ll D$, then $e^{qa/2}\approx D/t$: each hop costs a factor $t/D$. If $D\ll t$, then $qa\approx D/t$, and the decay length grows without bound as the gap closes. Your chain lies between these limits, so the full expression is needed.

### Why the effective mass gives eight

Write $k=\pi/a+p$ near the edge of the upper band. Then $\cos^2(ka/2)=\sin^2(pa/2)\approx p^2a^2/4$, and

$$E\approx\sqrt{D^2+t^2a^2p^2}\approx D+\frac{t^2a^2p^2}{2D}.$$

Comparison with $D+\hbar^2p^2/2m^*$ gives $m^*=\hbar^2D/(t^2a^2)$. If this parabola is continued into the gap, with $p=iq$, it predicts

$$(qa)^2_{\rm parabola}=\frac{2m^*a^2(D-E)}{\hbar^2}=\frac{2D(D-E)}{t^2}.$$

At $E=0$ this is $qa=\sqrt2\,D/t=2.12$, or a factor 8.34 per cell. That is your eight.

Equation (2) shows what went wrong. For small $qa$ it reads

$$(qa)^2\approx\frac{(D-E)(D+E)}{t^2}.$$

The parabola has replaced $D+E$ by $2D$. This is good near the upper edge, where $E\approx D$. At midgap the true factor is $D$, half as large, because the lower band is then as close as the upper one. Restoring it lowers $qa$ from 2.12 to $D/t=1.5$. The rest of the correction comes from the discrete lattice: the full $\sinh$ in (2) lowers $qa$ from 1.5 to $\ln4=1.39$.

### When the ratio is not four

The site equations fix all amplitudes once one neighbouring pair is given, so the general midgap solution is a sum of the two exponentials. A semi-infinite chain that must stay bounded keeps the decaying one alone. A finite slab in general keeps some of both, in proportions set by its ends.

Take five cells, $n=0$ to 4, followed by a hard wall, so that $A_5=0$. The combination that vanishes there is

$$A_n\propto\left(-\tfrac14\right)^n-4^{-10}(-4)^n
=\left(-\tfrac14\right)^n\left[1-16^{-(5-n)}\right].$$

On the A sites, the fall from the first cell to the second is 4.00006. From the fourth to the fifth it is

$$4\times\frac{1-1/256}{1-1/16}=4.25 .$$

The fourfold law thus holds well away from the far end. The last cells feel the boundary, and the two kinds of site feel it differently: on the B sites the last fall is 3.25.

### A film 10 nm thick

Let $a=0.5$ nm, so that a 10 nm film has 20 cells. The decay constant is $q=\ln4/(0.5\ \text{nm})=2.77\ \text{nm}^{-1}$, a decay length of 0.36 nm. Across the film the decaying solution keeps

$$4^{-20}=9.1\times10^{-13}\ \text{of its amplitude},\qquad
16^{-20}=8.3\times10^{-25}\ \text{of its density}.$$

These are ratios of wave functions, not currents. A current also depends on the contacts and on the supply of electrons. Still, a small change in the decay per cell is compounded over 20 cells, so it is worth asking how firm the figure is. Below, one thing is changed at a time from the flat-band midgap case.

**Electrode level.** Suppose the electrons enter 2 eV below the upper band instead of 3 eV, so that $E=1$ eV. Equation (2) gives $\sinh(qa/2)=\sqrt8/4=0.707$ and a fall of 3.73 per cell. The density at the far side rises by $(4/3.73)^{40}\approx16$.

**Field.** A field of 1 MV/cm is 0.1 V/nm, or 1 V across the film. An electron that enters at midgap ends 1 eV away from the local midgap, where the decay is slower. I solved the site equations with this linear potential, continuing the chain beyond the film at the final potential. The density on the A site at the film's end rises 3.6 times if the level approaches the upper band, and 1.8 times if it approaches the lower one. Since (2) is even in $E$, the local decay constant does not account for the difference between the two directions. It comes from the kind of site chosen: states near the upper band lie mainly on A sites, and those near the lower band mainly on B sites. On the neighbouring B sites the order is reversed. The effect grows quickly with field: from midgap the gain is some 40 to 50 at 2 MV/cm and a few times $10^4$ at 3 MV/cm, the exact figure depending on the contacts. At 3 MV/cm the level meets a band edge at the film's end; at still higher fields the forbidden stretch becomes shorter than the film, and a real film approaches breakdown.

**Mass.** The model's band-edge mass is 0.23 electron masses. A mass 20 percent larger, at fixed $D$ and $a$, means $t=2/\sqrt{1.2}=1.83$ eV. The fall becomes 4.48 per cell, and the density at the far side drops by a factor of about 90. Uncertainty or anisotropy of the mass is thus a serious matter for the film, though it looks mild in one cell.

**Temperature.** At 358 K, $k_BT=0.031$ eV. Averaging the density over the thermal spread of electrons around midgap raises it by 0.9 percent, with contact factors held constant. The Boltzmann factor for reaching the band edge 3 eV above is $6\times10^{-43}$, far below the tunnelling density. This weak dependence holds for the clean barrier; passage through a trap whose level lies away from the electrons' energy is thermally activated.

**A trap.** Replace the energy of one A site by $\varepsilon$ and ask for a state at $E=0$ that decays both ways. Each neighbour then has half the trap's amplitude $\psi_0$, so the equation on the trap site is

$$0=\varepsilon\psi_0+t\left(\tfrac12+\tfrac12\right)\psi_0
\quad\Rightarrow\quad \varepsilon=-t=-2\ \text{eV}.$$

Such a site binds a midgap state whose tails fall fourfold per cell on both sides. With the trap at the centre of the film, each edge is ten cells away, and the density there is $16^{-10}=9.1\times10^{-13}$ of that on the trap. This is $1.1\times10^{12}$ times the density left after direct passage through all 20 cells. It compares densities, not currents: the current through a trap also depends on how closely the electron's energy matches the trap level, and on how the trap fills and empties.

### Compared with real hafnia

The 6 eV gap, 0.5 nm cell and 10 nm film are in the rough range of hafnia memory capacitors, and 1 MV/cm is roughly the coercive field of the ferroelectric kind; write pulses are commonly two to four times larger. The mass of 0.23 follows from the chosen $D$, $t$ and $a$; it was not fitted to hafnia, and the film is sensitive to it, as shown above. The chain itself is not a hafnia band structure: it has one orbital per site and one dimension, and it omits transverse momentum, lattice relaxation and image forces. It also assumes a perfect crystal, whereas oxygen vacancies in a real film can put states in the gap. In the model, a midgap trap halfway through divides the path into two stretches of ten cells, and the density left after one such stretch is twelve orders of magnitude larger than that left after all twenty cells. This is the most favourable case: for a trap five cells off centre the longer stretch has fifteen cells, and the gain is only $16^5\approx10^6$. No other single change sized above at 1 MV/cm comes near $10^{12}$, but changes combine: electrons entering 2 eV below the upper band in a field of 3 MV/cm leave the gap two thirds of the way across, and the same chain then transmits about $4\times10^{12}$ times more than in the flat midgap case, with no trap at all. A mass of 0.11 or 0.4 instead of 0.23 would move the density by more than six orders of magnitude, up or down respectively. So use the fourfold law to understand decay in a clean barrier, and do not read $10^{-24}$ as a forecast of leakage. The numerical output below lists the main values.

## Table of computed values

```
onsite energy D = 3.0 eV, hopping t = 2.0 eV
cell length = 0.50 nm, film = 10.0 nm = 20 cells
upper band from 3.000 to 5.000 eV
band gap = 6.000 eV
exact midgap cell multipliers = -1/4 and -4
site amplitudes = 1.00000 0.50000 -0.25000 -0.12500 0.06250 0.03125
midgap amplitude fall per cell = 4.000000
midgap density fall per cell = 16.000000
amplitude decay constant q = 2.7726 1/nm
amplitude decay length 1/q = 0.3607 nm
amplitude left after film = 9.095e-13
density left after film = 8.272e-25
band-edge mass = 0.2286 electron masses
one-band parabola: fall per cell = 8.342
wall after 5 cells: fall from cell 1 to 2 = 4.00006
wall after 5 cells: fall from cell 4 to 5 = 4.25000
level 2.0 eV below band: fall per cell = 3.7321
same level: film density gain = 16.01 times
field = 1.0 MV/cm, potential drop = 1.00 V
field, level nearing upper band: density gain = 3.57 times
field, level nearing lower band: density gain = 1.80 times
field at which film end meets a band edge = 3.00 MV/cm
mass 20 percent larger: hopping = 1.8257 eV
mass 20 percent larger: fall per cell = 4.4766
mass 20 percent larger: film density loss = 90.3 times
temperature = 358 K, kT = 0.03085 eV
thermal spread: film density gain = 1.0085 times
Boltzmann factor to band edge = 5.85e-43
trap onsite energy = -2.0 eV, trap level at midgap
trap density at film edge / at trap = 9.095e-13
that over direct film density = 1.10e+12
```
